Convergence of restricted and unrestricted Møller-Plesset series for the Hubbard dimer

**Problem**

Two electrons with opposite spins occupy two sites. The Hamiltonian is

H = T + U D, with T = −t Σ_σ (c†_1σ c_2σ + c†_2σ c_1σ) and D = Σ_i n_i↑ n_i↓,

where t > 0 and U > 0. Møller-Plesset theory takes for H0 the sum of the Fock operators, without removing the double-counted repulsion. It expands the ground energy of

H(λ) = H0 + λ(H − H0), E(λ) = Σ_n E_n λⁿ,

about λ = 0 and sets λ = 1. Thus E0 is the sum of the occupied orbital energies, and E0 + E1 is the Hartree-Fock energy.

(a) For the restricted reference, find E(λ), its singularities, and every U for which the series converges. Treat the boundary case.

(b) Find the unrestricted reference, its energy and its spin contamination.

(c) Find the ground-state singularities of the unrestricted series nearest the origin for U ≫ t. Does the series converge?

(d) How many orders does the unrestricted series need at large U?

(e) Compare the two series at U = 3t and U = 6t.

**Solution**

**(a) Restricted reference**

Each spin sees the mean density 1/2 of the other spin on each site. The Fock operators therefore sum to T + (U/2)N, which is T + U for N = 2. Hence H − H0 = UD − U, and

H(λ) = T + U(1 − λ) + λUD.

Let g and u be the bonding and antibonding orbitals. Define the site states

d1 = c†_1↑c†_1↓|0⟩, d2 = c†_2↑c†_2↓|0⟩, A = c†_1↑c†_2↓|0⟩, B = c†_2↑c†_1↓|0⟩.

The doubly occupied orbitals give

|gg⟩ = ½(d1 + d2 + A + B), |uu⟩ = ½(d1 + d2 − A − B).

T has the values −2t and +2t in these states. D keeps only the doubly occupied sites, so

D|gg⟩ = D|uu⟩ = ½(d1 + d2) = ½(|gg⟩ + |uu⟩).

The two states therefore form a closed block. Apart from U(1 − λ), its diagonal elements are λU/2 ∓ 2t and its off-diagonal element is λU/2. The lower eigenvalue is

E(λ) = U − λU/2 − ½√(16t² + λ²U²).

The radicand factorizes as (4t + iλU)(4t − iλU). It has simple zeros at

λ = ±4it/U.

A circuit around one zero reverses the sign of the root and exchanges the two levels, so these are branch points. There are no other singularities, and the radius of convergence is 4t/U. Expanding the root gives

E0 = U − 2t, E1 = −U/2, E_2k = −2t C(1/2,k)(U/4t)^(2k) for k ≥ 1,

with all odd orders above the first equal to zero. C(1/2,k) is the binomial coefficient.

For U < 4t the point λ = 1 lies inside the circle and the series converges. For U > 4t the ratio of successive even terms tends in magnitude to (U/4t)² > 1, so the series diverges. At U = 4t,

|C(1/2,k+1)/C(1/2,k)| = (k − 1/2)/(k + 1) = 1 − (3/2)/(k + 1).

The terms then fall as k^(−3/2) and are absolutely summable. By continuity up to λ = 1 their sum is the correct energy. The condition is thus U ≤ 4t, with slow algebraic convergence at equality. Because the even terms alternate in sign and shrink slowly, the error is about half the first omitted term and also falls as k^(−3/2). It is 2.8×10⁻⁴ t at order 200 and 1.0×10⁻⁴ t at order 400, a ratio close to 2^(3/2).

The two levels of the block never cross at real λ, since their gap √(16t² + λ²U²) is at least 4t. Convergence fails because the interaction λU becomes comparable with the orbital splitting, and the complex branch points record this.

**(b) Unrestricted reference**

Let n_1↑ = n_2↓ = (1 + m)/2 and n_2↑ = n_1↓ = (1 − m)/2. The spin-up Fock matrix has diagonal elements U/2 ∓ Um/2 and off-diagonal element −t. Its eigenvalues are

U/2 ∓ R, R = √(t² + U²m²/4).

The lower orbital has density difference (Um/2)/R, which must equal m. If m ≠ 0, then R = U/2, so

m² = 1 − 4t²/U².

This solution requires U > 2t. The orbital energies are 0 and U, hence E0 = 0.

Write the occupied spin-up orbital as (cos θ/2, sin θ/2), with cos θ = m and sin θ = 2t/U. The spin-down orbital is its mirror image. The two hopping energies add to −2t sin θ = −4t²/U. The repulsion is 2U(1 − m²)/4 = 2t²/U. Therefore

E_UHF = −2t²/U.

The restricted energy U/2 − 2t lies higher by (U − 2t)²/(2U).

The determinant contains A with amplitude cos²(θ/2) and B with amplitude sin²(θ/2). Its component on the triplet τ = (A − B)/√2 is m/√2. Since S² = 2 for a triplet and 0 for a singlet,

⟨S²⟩ = 2(m²/2) = m².

At large U the reference is nearly an equal mixture of singlet and triplet.

**(c) Branch points of the unrestricted series**

The Fock sum is now T + U plus a staggered field, which gives −Um on A, +Um on B and zero on d1 and d2. Use

s = (A + B)/√2, d = (d1 + d2)/√2, τ = (A − B)/√2.

T couples s to d with element −2t and annihilates τ. The field couples s to τ. The odd state (d1 − d2)/√2 decouples at E = U. Write E = e + U(1 − λ) and h = Um(1 − λ). The nonzero elements of the remaining matrix are

⟨s|M|d⟩ = −2t, ⟨s|M|τ⟩ = −h, ⟨d|M|d⟩ = λU.

Its determinant condition is

e²(λU − e) + 4t²e − h²(λU − e) = 0,

or

(e² − h²)(e − λU) = 4t²e.

For real 0 ≤ λ < 1 this is a chain τ–s–d with nonzero couplings, so its levels cannot cross. At λ = 1 its lowest level is the true singlet ground state. If the series converges, it therefore converges to the right energy.

Set a = 4t²/U², μ = 1 − λ and e = Uε. Then

(ε² − (1 − a)μ²)(ε − 1 + μ) = aε.

As a → 0 the levels are ε = −μ, μ and λ. The ground level starts as −μ. It meets μ at λ = 1 and never meets λ, because −1 + λ = λ has no solution. At large U its singularities at finite λ must therefore lie near λ = 1. The excited levels μ and λ meet at λ = 1/2, but the resulting branch points do not affect the ground-state series.

Near λ = 1 put μ = aX and ε = aY. Dividing by a² and keeping first order in a gives

G = Y² − X² + Y + a[X² − (X + Y)(Y² − X²)] = 0.

At leading order

Y = −½ ± √(¼ + X²),

with branch points X0 = ±i/2 and Y0 = −½. For the next order, let X = X0 + δX. At a branch point ∂G/∂Y = 0, so the shift of Y does not enter G at first order. Using X0² = −¼ and Y0² − X0² = ½,

−2X0 δX + a[−¼ − ½(X0 − ½)] = 0.

The bracket equals −X0/2, so δX = −a/4. Since λ = 1 − aX,

λ = 1 + a²/4 ± ia/2 = 1 + 4t⁴/U⁴ ± 2it²/U².

To this order |λ|² = 1 + a²/2 + a²/4, and

|λ| ≈ 1 + 3a²/8 = 1 + 6t⁴/U⁴.

The series converges at sufficiently large U, with a margin that closes as U⁻⁴. At U = 20t the computed value of (|λ| − 1)(U/t)⁴ is 5.96.

The coalescing levels are mainly the singlet and triplet. At λ = 1 they are separated by about 4t²/U, and for λ ≠ 1 the staggered field of H0 mixes them. At U = 10t the ionic state d has a weight of only 0.019 in the state at the branch point.

For intermediate U, the double roots of the cubic were found numerically, and the ground level was followed from λ = 0 to each candidate. The radius exceeded 1 at all 60 grid points from U = 2.05t to 20t. This is numerical evidence, not a proof for every U in between.

**(d) The number of orders**

First hold λ ≠ 1 fixed and expand ε = −μ + aε1 + a²ε2. The terms of order a give

−(μ² − 2με1) = −μ, so ε1 = (μ − 1)/2 = −λ/2.

Since μ + λ = 1, the first factor of the cubic is aμ + a²(λ²/4 − 2με2), and the second is −1 − aλ/2. The terms of order a² give

−λ²/4 + 2με2 − μλ/2 = −λ/2, so ε2 = −λ²/(8μ).

With E = U(ε + μ) and λ²/(1 − λ) = λ² + λ³ + …,

E(λ) ≈ −(2t²/U)λ − (2t⁴/U³)(λ² + λ³ + λ⁴ + …).

At leading order, every fixed order n ≥ 2 contributes the same amount. At U = 20t the second- and tenth-order terms are −2.50×10⁻⁴ t and −2.47×10⁻⁴ t.

The exact energy at λ = 1 is ½[U − √(U² + 16t²)] ≈ −4t²/U. The reference supplies half of it and 2t²/U is missing. Dividing this by 2t⁴/U³ gives U²/t² as the scale of the number of orders.

The terms cannot stay equal indefinitely. Let δ = a/2 = 2t²/U². The leading result near λ = 1 contains −U√(μ² + δ²), and

√(μ² + δ²) = μ + Σ_{k≥1} C(1/2,k) δ^(2k) μ^(1−2k).

For large n the coefficient of λⁿ in (1 − λ)^(1−2k) is about n^(2k−2)/(2k−2)!. Also

C(1/2,k) = (−1)^(k−1)(2k−2)!/[2^(2k−1) k!(k−1)!].

The factorials (2k−2)! cancel, and the remaining sum is the power series of a Bessel function:

E_n ≈ −Uδ J1(nδ)/n.

This holds for nδ of order one. At U = 20t, through order 800, its largest deviation is 1.5% of the second-order term.

Replacing the sum over n by an integral, and using ∫₀^∞ J1(u)/u du = 1, gives a total of −Uδ = −2t²/U, the missing energy. Half is recovered when the integral from 0 to x equals ½, at x = 1.0465. The order is then

N ≈ x/δ ≈ 0.52 U²/t².

For U = 20t this predicts 209.3; direct summation first reaches half at order 210.

**(e) Comparison**

The radii of convergence are:

U/t = 3: restricted 1.333, unrestricted 1.069
U/t = 4: restricted 1.000, unrestricted 1.021
U/t = 6: restricted 0.667, unrestricted 1.004

Between U = 3t and 4t they cross at U ≈ 3.91t. They also cross just above the onset of symmetry breaking: the unrestricted radius is the larger at U = 2.01t (2.02 against 1.99) and the smaller at U = 2.05t (1.81 against 1.95).

At U = 3t the exact energy is −t. The restricted second-order sum is

3t − 2t − 1.5t − 9t/16 = −1.0625t.

For the unrestricted reference the second-order term −2t⁴/U³ of part (d) is exact at every U > 2t. Single excitations do not couple to a self-consistent determinant, so only the double excitation contributes. It costs 2U in H0. Its matrix element is U times the sum over sites of the product of the four orbital amplitudes, 2U cos²(θ/2) sin²(θ/2) = (U/2) sin²θ = 2t²/U. Hence E2 = −(2t²/U)²/(2U) = −2t⁴/U³, and the unrestricted second-order sum is

−2t/3 − 2t/27 = −0.7407t.

The restricted error stays below 0.001t from order 10 onward, the unrestricted error from order 37. The unrestricted sum also oscillates about the exact value: it falls to −1.0115t at order 17, is −1.0090t at order 20, rises to a maximum of −0.998t at order 31 and drops below the exact −t again between orders 40 and 41. Convergence is not monotonic, so a small change between successive orders does not by itself bound the error.

At U = 6t the exact energy is −0.6056t. The restricted sum is −1.25t at order 2, 0.016t at order 4 and about 48 000t at order 40. The unrestricted sum reaches −0.5802t at order 40. Relative to the energy missing from its reference, it has recovered

(0.5802 − 0.3333)/(0.6056 − 0.3333) ≈ 0.91.

Its error stays below 0.001t only from order 258; at U = 10t this takes 864 orders. Breaking the spin symmetry thus gives a better starting energy and a convergent series here, but at large U low orders recover little of the remaining energy: order 10 recovers 27% of it at U = 6t and 9% at U = 10t, against 92% at U = 3t. The numerical output gives further orders and radii.

Table of computed values

```
Energies in units of t; lambda and radii are dimensionless
U/t | restricted radius | unrestricted branch point | radius
 2.5 | 1.6000 | 1.097305 +- 0.381585 i | 1.161760
 3.0 | 1.3333 | 1.042108 +- 0.239016 i | 1.069167
 4.0 | 1.0000 | 1.013390 +- 0.127575 i | 1.021388
 5.0 | 0.8000 | 1.005681 +- 0.080628 i | 1.008908
 6.0 | 0.6667 | 1.002818 +- 0.055756 i | 1.004367
10.0 | 0.4000 | 1.000385 +- 0.020009 i | 1.000585
20.0 | 0.2000 | 1.000025 +- 0.005000 i | 1.000037
Both radii equal at U/t = 3.9084
Smallest unrestricted radius on grid 2.05..20: 1.000037
U=3t radius from series coefficients alone: 1.06917
U=4t restricted error, order 200: 2.810e-04 t
U=4t restricted error, order 400: 9.955e-05 t
U=3t exact energy: -1.000000 t; UHF <S^2>: 0.5556
  order | restricted sum (t) | unrestricted sum (t)
    1 | -0.500000 | -0.666667
    2 | -1.062500 | -0.740741
    4 | -0.983398 | -0.822131
   10 | -1.000904 | -0.972803
   20 | -0.999981 | -1.008996
   40 | -1.000000 | -0.999977
U=6t exact energy: -0.605551 t; UHF <S^2>: 0.8889
  order | restricted sum (t) | unrestricted sum (t)
    1 | 1.000000 | -0.333333
    2 | -1.250000 | -0.342593
    4 | 0.015625 | -0.359046
   10 | -2.559502 | -0.406902
   20 | 39.979051 | -0.478720
   40 | 48038.792558 | -0.580233
First order after which the error stays below 0.001 t:
  restricted U=3t: 10; unrestricted U=3t: 37
  unrestricted U=6t: 258; unrestricted U=10t: 864
U=10t exact energy: -0.385165 t
U=10t ionic weight at branch point: 0.0185
U=20t (radius-1)*(U/t)^4: 5.9609
U=20t second-order energy: -2.5000e-04 t
U=20t tenth-order energy: -2.4738e-04 t
U=20t Bessel law, largest error / second-order term: 0.0148
Half-recovery constant x: 1.0465
U=20t half-recovery order: 210; predicted 209.3
```
